# Jaynes-Cummings Collapse and Revival Times with Their First Corrections

## 1. What dimensions and symmetry fix

A two-level atom is coupled to one lossless field mode at exact resonance. With $\hbar=1$ the Jaynes-Cummings Hamiltonian is
$$H=\omega\,a^\dagger a+\tfrac{\omega}{2}\sigma_z+g\,(a\,\sigma_++a^\dagger\sigma_-),$$
where $\sigma_z=+1$ in the excited state $|e\rangle$ and $-1$ in the ground state $|g\rangle$. The atom starts in $|e\rangle$ and the field in a coherent state $|\alpha\rangle$ with mean photon number $\bar n=|\alpha|^2$. The observable is the inversion $W(t)=\langle\sigma_z\rangle$.

The operator $N=a^\dagger a+\sigma_z/2$ commutes with $H$, because the coupling exchanges one atomic excitation for one photon. Hence $H=\omega N+gX$, with $X=a\sigma_++a^\dagger\sigma_-$ and $[N,X]=0$, and the evolution operator factorizes into $e^{-i\omega Nt}e^{-igXt}$. Since $\sigma_z$ also commutes with $N$, the first factor cancels from $W$, and $\omega$ disappears from the problem. The rotation $e^{i\theta N}$ changes the phase of $\alpha$ and multiplies $|e\rangle$ by a phase factor, while leaving $X$ and $\sigma_z$ unchanged. So $W$ cannot depend on the phase of $\alpha$. What remains is
$$W(t)=F(gt,\bar n).$$

Every characteristic time is therefore $1/g$ times a function of $\bar n$. Dimensions cannot supply that function. For $\bar n\gg1$ it turns out to be a constant for the collapse and proportional to $\sqrt{\bar n}$ for the revivals. Below, $\tau=gt$ and $a=\sqrt{\bar n}$; the operator $a$ is not needed again.

## 2. The inversion as a sum over photon numbers

The coupling connects $|e,n\rangle$ only with $|g,n+1\rangle$. Both have the unperturbed energy $\omega(n+\tfrac12)$, and the matrix element between them is $g\sqrt{n+1}$. Starting from $|e,n\rangle$, the two amplitudes are, up to a common phase,
$$\cos(g\sqrt{n+1}\,t),\qquad -i\sin(g\sqrt{n+1}\,t).$$
The difference of their squared moduli is $\cos(2g\sqrt{n+1}\,t)$. The operator $\sigma_z$ is diagonal in these basis states, and no basis state belongs to two doublets, so there are no cross terms between different $n$. With the Poisson weights of the coherent state,
$$W=\mathrm{Re}\,A,\qquad A(\tau)=\sum_{n=0}^{\infty}p_n\,e^{2i\tau\sqrt{n+1}},\qquad p_n=\frac{e^{-\bar n}\bar n^{\,n}}{n!}.$$

The Rabi frequency is thus $2g\sqrt{n+1}$. This convention for $g$ sets the numerical factors in all later times. The phase of $A$ advances at a rate near $2a$ in $\tau$, which is fast when $a\gg1$. The modulus $|A|$ varies on a scale of order one or longer and is the envelope of the oscillation.

## 3. The estimate

A coherent state has photon-number spread $\Delta n=\sqrt{\bar n}$. The square root converts this into
$$\Delta(\sqrt n)\approx\frac{\Delta n}{2\sqrt{\bar n}}=\frac12,$$
so the Rabi frequencies have standard deviation $2g\cdot\tfrac12=g$, whatever the value of $\bar n$. Oscillations with this spread lose their common phase in a time of order $1/g$. A stronger field has a larger photon spread, but its Rabi frequency is less sensitive to each photon, and the two effects cancel.

Neighbouring frequencies differ by
$$2g\left(\sqrt{n+2}-\sqrt{n+1}\right)\approx\frac{g}{\sqrt{\bar n}}.$$
Their phases agree again, modulo $2\pi$, when $gt/\sqrt{\bar n}=2\pi k$ with $k=1,2,\dots$, that is, at
$$t_k\approx\frac{2\pi k\sqrt{\bar n}}{g}.$$

The spread of the frequencies sets the collapse, and their spacing sets the revival. The asymptotic analysis supplies the prefactors, the heights and the errors.

## 4. Leading asymptotics

**From a sum to integrals.** Poisson summation turns a sum over integers into integrals over continuous $n$:
$$A=\sum_{k=-\infty}^{\infty}A_k,\qquad A_k=\int p(n)\,e^{2i\tau\sqrt{n+1}-2\pi ikn}\,dn .$$
Here $p(n)$ is the Poisson weight with $n!$ replaced by $\Gamma(n+1)$. End-point terms at $n=0$ carry the weight $e^{-\bar n}$ and are dropped.

**The weight in the variable $\sqrt n$.** Put $n=x^2$ and use Stirling's formula, $\ln\Gamma(n+1)=n\ln n-n+\tfrac12\ln(2\pi n)+1/(12n)+\dots$. Then
$$\ln p=-2x^2\ln\frac xa+x^2-a^2-\tfrac12\ln(2\pi x^2)-\frac1{12x^2}+\dots$$
The measure $dn=2x\,dx$ combines with $(2\pi x^2)^{-1/2}$ to give $\sqrt{2/\pi}\,dx$, so no power of $x$ is left over. Now let $x=a+y$ and $u=y/a$. The logarithm gives
$$(1+u)^2\ln(1+u)=u+\tfrac32u^2+\tfrac13u^3-\tfrac1{12}u^4+\dots$$
Multiplying by $-2$ and adding $(1+u)^2-1=2u+u^2$ cancels the linear term. After multiplication by $a^2$,
$$p\,dn=\sqrt{\tfrac2\pi}\,\exp\!\left[-2y^2-\frac{2y^3}{3a}+\frac1{a^2}\left(\frac{y^4}{6}-\frac1{12}\right)+\dots\right]dy .$$
At leading order $y$ is Gaussian with variance $1/4$, which confirms $\Delta(\sqrt n)=1/2$.

**The integral.** At leading order replace $\sqrt{n+1}$ by $x$. The phase is
$$2i\tau(a+y)-2\pi ik(a+y)^2=\text{const}+2i(\tau-2\pi ka)\,y-2\pi ik\,y^2,$$
where the constant is imaginary and does not affect the modulus. Define
$$\delta=\tau-2\pi ka,\qquad c=1+i\pi k .$$
The exponent is then $-2cy^2+2i\delta y$. Completing the square,
$$-2cy^2+2i\delta y=-2c\left(y-\frac{i\delta}{2c}\right)^2-\frac{\delta^2}{2c}.$$
The Gaussian integral contributes $\sqrt{2/\pi}\,\sqrt{\pi/(2c)}=c^{-1/2}$. With $|c|^2=1+\pi^2k^2\equiv D_k$ and $\mathrm{Re}(1/c)=1/D_k$,
$$|A_k|=D_k^{-1/4}\exp\!\left[-\frac{(gt-2\pi k\sqrt{\bar n})^2}{2D_k}\right].$$

**Collapse.** The term $k=0$ has $D_0=1$ and gives $|A_0|=e^{-g^2t^2/2}$. The envelope falls to $1/e$ at
$$t_c=\frac{\sqrt2}{g},$$
with no photon number in it. The number of Rabi periods that fit into this time is $t_c\cdot2g\sqrt{\bar n}/2\pi=\sqrt{2\bar n}/\pi$. A stronger field therefore shows more oscillations before the collapse, but the collapse takes the same time.

**Revivals.** The terms $k\ge1$ peak at $gt=2\pi k\sqrt{\bar n}$, with height $(1+\pi^2k^2)^{-1/4}$ and $1/e$ half-width $\sqrt{2(1+\pi^2k^2)}$ in $gt$. Neither the height nor the width depends on $\bar n$ at this order. The first revival reaches a height of 0.5507 rather than 1. The reason is the term $-2\pi ik\,y^2$. It arises because $\sqrt n$ is curved as a function of $n$: when frequencies near the mean are back in phase, those in the wings are not. Had the frequencies been equally spaced, the revival would have been complete.

**Role of discreteness.** If the photon number were continuous, $A$ would be the single integral $A_0$. The collapse would be the same, but nothing would follow it. A numerical test confirms this at $\bar n=100$: integration over continuous $n$ gives the same envelope at the collapse time, 0.3679, but less than $10^{-6}$ at the revival time.

## 5. First correction to the revival time

The corrections form a series in $1/a$. The exponent is unchanged when $a$, $y$ and $\delta$ all change sign, since $x$ and $\tau$ then change sign too. Terms of odd order in $1/a$ are therefore odd in $(y,\delta)$ jointly, and terms of even order are even. After integration over $y$, the order $1/a$ can move the peak of a revival, while its height first changes at order $1/a^2=1/\bar n$.

Two terms of order $1/a$ were dropped. The first comes from $\sqrt{x^2+1}=x+1/(2x)+\dots$, which adds $i\tau/x$ to the exponent. Near revival $k$, $\tau=2\pi ka+\delta$, so
$$\frac{i\tau}{a+y}=2\pi ik+\frac{i\delta}{a}-\frac{2\pi ik\,y}{a}+O(a^{-2}).$$
The first two terms are pure phases. The third changes the linear term $2i\delta y$ into $2i(\delta-\pi k/a)y$, which moves the peak to $\delta=\pi k/a$. This is the shift obtained by writing $\sqrt{\bar n+1}$ for $\sqrt{\bar n}$ in the revival time.

The second is the skewness term $-2y^3/(3a)$. To first order it adds its Gaussian average to $\ln A_k$. The Gaussian has mean $m=i\delta/(2c)$ and variance $1/(4c)$, so
$$\langle y^3\rangle=m^3+\frac{3m}{4c}=\frac{3i\delta}{8c^2}+O(\delta^3).$$
Near the peak $\delta$ is itself of order $1/a$, so the cubic part is negligible. The contribution to $\ln|A_k|$ is
$$-\frac{2}{3a}\,\mathrm{Re}\,\frac{3i\delta}{8c^2}=-\frac{\delta}{4a}\,\mathrm{Re}\,\frac{i}{c^2}=-\frac{\pi k\,\delta}{2aD_k^2}.$$
The last step uses $1/c^2=(1-i\pi k)^2/D_k^2$, whose imaginary part is $-2\pi k/D_k^2$.

Setting the derivative of $\ln|A_k|$ with respect to $\delta$ to zero,
$$-\frac{\delta-\pi k/a}{D_k}-\frac{\pi k}{2aD_k^2}=0,$$
and solving for $\delta$ gives the corrected revival time
$$gt_k=2\pi k\sqrt{\bar n}+\frac{\pi k}{\sqrt{\bar n}}\left[1-\frac{1}{2(1+\pi^2k^2)}\right]+O(\bar n^{-3/2}).$$
The order $1/\bar n$ is absent by the parity argument. For $k=1$ the bracket is 0.954 and the shift is $3.00/\sqrt{\bar n}$. Relative to the leading revival time it is $0.477/\bar n$.

## 6. First correction to the collapse time

For $k=0$ and $\tau$ of order one, the Gaussian has mean $m=i\tau/2$ and variance $1/4$. At order $1/a$ the skewness contributes $\langle y^3\rangle=m^3+\tfrac34m$, which is imaginary. It changes the phase of $A_0$ but not the envelope, so the first correction to the collapse is of order $1/a^2$.

Write the correction to the exponent as $V_1+V_2$, with
$$V_1=-\frac{2y^3}{3a},\qquad V_2=\frac1{a^2}\left(\frac{y^4}{6}-\frac1{12}-i\tau y\right).$$
The last term of $V_2$ comes from expanding $i\tau/(a+y)$; the piece $i\tau/a$ is a pure phase. To order $1/a^2$, the change in $\ln|A_0|$ is the real part of $\langle V_2\rangle+\tfrac12\left(\langle V_1^2\rangle-\langle V_1\rangle^2\right)$.

For the first part, $\langle y^4\rangle=m^4+\tfrac64m^2+\tfrac3{16}=(\tau^4-6\tau^2+3)/16$ and $-i\tau m=\tau^2/2$. Hence
$$a^2\langle V_2\rangle=\frac{\tau^4}{96}+\frac{7\tau^2}{16}-\frac{5}{96}.$$

For the second part let $y=m+z$, so $y^3=m^3+3m^2z+3mz^2+z^3$. With $\sigma^2=\langle z^2\rangle=\tfrac14$, $\langle z^4\rangle=3\sigma^4$ and $\langle z^6\rangle=15\sigma^6$,
$$\langle y^6\rangle-\langle y^3\rangle^2=9m^4\sigma^2+36m^2\sigma^4+15\sigma^6=\frac{9\tau^4-36\tau^2+15}{64}.$$
The coefficient $36$ is the sum of $18$ from the variance of $3mz^2$ and $18$ from the cross term between $3m^2z$ and $z^3$. Multiplying by $\tfrac12\cdot\tfrac49=\tfrac29$ gives $\tau^4/32-\tau^2/8+5/96$.

In the sum the constants cancel, as they must because $A(0)=1$:
$$\ln|A_0|=-\frac{\tau^2}{2}+\frac1{\bar n}\left(\frac{5\tau^2}{16}+\frac{\tau^4}{24}\right)+\dots$$
Set this equal to $-1$ and write $\tau^2=2(1+\epsilon)$. To first order $\epsilon=(5/8+1/6)/\bar n=19/(24\bar n)$, and taking the square root halves the relative correction:
$$t_c=\frac{\sqrt2}{g}\left(1+\frac{19}{48\,\bar n}+\dots\right).$$
The collapse time is therefore independent of photon number up to a relative correction of about $0.4/\bar n$.

## 7. Numbers

No length enters this problem, and energies are in eV. The example takes round model parameters: $\omega=1$ eV, $g=10^{-4}$ eV and $\bar n=100$. The ratio $g\sqrt{\bar n}/\omega=10^{-3}$ is small, as is required for neglecting the non-resonant coupling terms absent from $H$.

The Rabi period at the mean photon number is
$$\frac{2\pi}{2g\sqrt{\bar n+1}}=\frac{\pi}{10^{-4}\times\sqrt{101}}=3126\ \hbar/\text{eV}.$$
The leading collapse time is $\sqrt2/10^{-4}=14142\ \hbar/\text{eV}$, or 9.31 ps. It contains $14142/3126=4.52$ Rabi periods. The leading revival time is $2\pi\times10/10^{-4}=628319\ \hbar/\text{eV}$, or 413.6 ps, which is 44.4 collapse times.

The peak computed from the discrete sum lies at $631297\ \hbar/\text{eV}$ (415.5 ps), later by 2978 $\hbar/$eV. The first correction predicts a delay of $3.00/(10\times10^{-4})\approx3000\ \hbar/\text{eV}$. Diagonalizing the Jaynes-Cummings Hamiltonian $H$ numerically, without using the sum over $n$, gives a largest $|W|$ of 0.552 in the first revival, against the leading estimate 0.551.

The scaling with photon number, in $\tau=gt$, is as follows.

| $\bar n$ | collapse | first revival | $2\pi\sqrt{\bar n}$ | height |
|---|---|---|---|---|
| 25 | 1.4365 | 32.001 | 31.416 | 0.5587 |
| 100 | 1.4198 | 63.130 | 62.832 | 0.5528 |
| 400 | 1.4156 | 125.813 | 125.664 | 0.5512 |
| 1600 | 1.4146 | 251.402 | 251.327 | 0.5509 |

While $\bar n$ grows by a factor of 64, the collapse time changes by about 1.5% and the revival time grows by nearly a factor of 8. The corrections account for the small differences. At $\bar n=25$ the corrected collapse time is $1.4142\,(1+19/1200)=1.4366$, against 1.4365 computed. The revival delay there is 0.585, against $3.00/5=0.60$. At $\bar n=1600$ it is 0.075, against $3.00/40=0.075$.

For $\bar n\gg1$ the inversion stays very close to zero between collapse and first revival in this model. This is a statement about $W$ only; other properties of the atom can still change. For $\bar n=100$ the largest sampled envelope between $\tau=6$ and $\tau=35$ is $2.7\times10^{-8}$. The remaining checks are in the numerical output.

## 8. Other cases and limits

**Another photon distribution.** Suppose the photon spread is $s$ instead of $\sqrt{\bar n}$, with a Gaussian distribution and $1\ll s\ll\bar n$. The Rabi frequencies then have standard deviation $2g\cdot s/(2\sqrt{\bar n})=gs/\sqrt{\bar n}$, and the $1/e$ time becomes
$$t_c=\frac{\sqrt{2\bar n}}{g\,s}.$$
For $s=5$ this gives $gt_c=2.828$ at $\bar n=100$ and $5.657$ at $\bar n=400$; the computed values are 2.843 and 5.664. At fixed spread the collapse time does depend on photon number. Its independence for the coherent state rests on $\Delta n=\sqrt{\bar n}$.

**Detuning.** If the atom is detuned by $\Delta$, the two states of a doublet differ by $\Delta$ in energy, and the Rabi frequency becomes $\Omega_n=\sqrt{\Delta^2+4g^2(n+1)}$. Its slope is $d\Omega/dn=2g^2/\Omega$. The frequency spread is $2g^2\sqrt{\bar n}/\Omega$, so to leading order the oscillating part of $W$ collapses in
$$t_c\approx\frac{\Omega}{\sqrt2\,g^2\sqrt{\bar n}},\qquad t_k\approx\frac{2\pi k}{d\Omega/dn}=\frac{\pi k\,\Omega}{g^2},$$
with $\Omega$ taken at $\bar n$. For $|\Delta|\ll2g\sqrt{\bar n}$ these reduce to the resonant results. For larger detuning the collapse time depends on $\bar n$.

**Weak field.** As $\bar n\to0$ only $p_0$ survives and $W\to\cos2gt$. A single frequency cannot dephase, so there is no collapse, and the expansion in $1/\bar n$ has no meaning.

**Late revivals.** For large $k$ the half-width of a revival is about $\sqrt2\,\pi k$ in $\tau$, while the spacing stays at $2\pi\sqrt{\bar n}$. The $1/e$ points of neighbours meet when $2\sqrt2\,\pi k\approx2\pi\sqrt{\bar n}$, that is, at $k\approx\sqrt{\bar n/2}$, or about 7 for $\bar n=100$. This is a rough scale, not a sharp limit. Neighbouring terms $A_k$ already interfere in their tails at smaller $k$, and as the overlap grows, the formulas for the time and height of a single revival gradually lose their accuracy.

**Loss.** The model has no damping, so the results hold only while damping is negligible over the time considered. The demand on the revival is much stronger than the ratio $\sqrt2\,\pi\sqrt{\bar n}$ of the two times suggests. Let the cavity lose photons at rate $\kappa$, so that the photon number decays as $e^{-\kappa t}$. The collapse needs only $\kappa t_c\ll1$. The height of the first revival, however, is reduced by about $e^{-\kappa\bar n t_1}$, where $\kappa\bar n t_1$ is the mean number of photons lost by then, so losing about one photon is enough to spoil it. At $\bar n=100$ a loss of $\kappa t_1=0.01$ lowers the height from 0.55 to 0.20. For the parameters of Section 7 the condition $\kappa\bar n t_1\ll1$ means $\kappa\ll1.6\times10^{-8}$ eV, a quality factor $\omega/\kappa$ well above $6\times10^7$.

## Table of computed values

```
WORKED EXAMPLE (model parameters)
mode energy omega = 1.0 eV
coupling g = 1.0e-04 eV
mean photon number nbar = 100
g sqrt(nbar)/omega = 1.0e-03
largest |W(full H) - W(sum over n)| = 3.4e-09
TABLE in tau = g t (dimensionless)
nbar  spread/g  collapse  revival  2pi*sqrt(nbar)  height  halfwidth
  25  0.9873    1.4365      32.001   31.416        0.5587  4.600
 100  0.9969    1.4198      63.130   62.832        0.5528  4.646
 400  0.9992    1.4156     125.813  125.664        0.5512  4.658
1600  0.9998    1.4146     251.402  251.327        0.5509  4.662
estimated collapse tau = sqrt(2) = 1.4142
estimated first-revival height = 0.5507
estimated first-revival 1/e half-width in tau = 4.663
FURTHER CHECKS at nbar = 100
largest error of Gaussian collapse envelope = 3.0e-03
largest envelope for tau from 6 to 35 = 2.7e-08
second revival: tau = 126.280, estimate 125.664
second revival: height = 0.3980, estimate 0.3965
continuous n: envelope at collapse time = 0.3679
continuous n: envelope at revival time below 1e-6: True
CONTROL: Gaussian photon distribution, spread 5
nbar = 100: collapse tau = 2.843, estimate 2.828
nbar = 400: collapse tau = 5.664, estimate 5.657
TIMES of the worked example
Rabi period at n = nbar: 3126 hbar/eV
Rabi cycles within the collapse time: 4.52
estimated collapse time: 14142 hbar/eV = 9.31 ps
estimated revival time: 628319 hbar/eV = 413.6 ps
envelope peak of revival, computed: 631297 hbar/eV = 415.5 ps
revival time / collapse time (estimates): 44.4
largest |W| in first revival, full H: 0.552
```
